\section*{Hamon's Approximation for Dielectric Loss from Charging Current, with Error Analysis}

\section{Dielectric loss from one current reading}

A model capacitor with a 200 nm low-permittivity film is charged by a 2 V step. After 1 s the current is 6.129 pA, and Hamon's rule converts it into a dielectric loss of 0.01102 at 0.1 Hz. The full transform of the same current gives 0.01107, so the rule is wrong by $-0.5\%$. After 10 s the current is 1.453 pA, the rule gives 0.0261 at 0.01 Hz, and the full transform gives 0.0231: the error is now $+13\%$. The film and the rule are unchanged. The difference comes from the shape of the current decay, and it can be calculated.

\subsection{Step current and loss}

Let $C_0$ be the capacitance of the empty electrodes. The dielectric is assumed linear, time-invariant and at rest before the step. Its current is then a superposition of responses to all earlier voltage changes,
\begin{equation}
i(t)=C_0\left[\varepsilon_\infty \dot V(t)+\int_0^\infty \varphi(s)\,\dot V(t-s)\,ds+\frac{\sigma}{\varepsilon_0}V(t)\right].
\label{eq:sup}
\end{equation}
Here $\varepsilon_\infty$ is the relative permittivity of the fast polarization, $\varphi$ (in s$^{-1}$) describes the slow polarization, and $\sigma$ is the steady conductivity. For a step of height $V$ at $t=0$, $\dot V$ is $V$ times a delta function. After the initial spike,
\begin{equation}
i(t)=C_0V\left[\varphi(t)+\sigma/\varepsilon_0\right].
\label{eq:step}
\end{equation}

For an alternating voltage $V_0e^{i\omega t}$, each derivative in \eqref{eq:sup} gives a factor $i\omega$, and the delay $s$ gives $e^{-i\omega s}$. Taking $i\omega C_0$ outside the bracket leaves
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\int_0^\infty\varphi(s)e^{-i\omega s}ds+\frac{\sigma}{i\omega\varepsilon_0}.
\end{equation}
With the convention $\varepsilon=\varepsilon'-i\varepsilon''$ and $1/i=-i$, the loss is
\begin{equation}
\varepsilon''(\omega)=\int_0^\infty\varphi(t)\sin\omega t\,dt+\frac{\sigma}{\omega\varepsilon_0}.
\label{eq:loss}
\end{equation}
It measures dissipation. A voltage $V_0\sin\omega t$ drives an in-phase current $\omega C_0\varepsilon''V_0\sin\omega t$. The integral of $\sin^2\omega t$ over a period is $\pi/\omega$, so the energy lost per cycle is $\pi C_0V_0^2\varepsilon''$.

\subsection{The algorithm}

Equation \eqref{eq:loss} needs the current at all times. Hamon's approximation uses one reading for each frequency:
\begin{enumerate}
\item Read $i(t)$ at a time $t$ after the step.
\item Assign it to the frequency $f=0.1/t$, which means $\omega t=a$ with $a=0.2\pi=0.6283$.
\item Compute
\begin{equation}
\varepsilon''_H=\frac{i(t)}{\omega C_0V}=\frac{i(t)\,t}{a\,C_0V}.
\label{eq:hamon}
\end{equation}
\end{enumerate}
The error measure is $R=\varepsilon''_H/\varepsilon''$; percentages below are $R-1$, relative to the full loss. Steady leakage contributes $\sigma/(\omega\varepsilon_0)$ to both \eqref{eq:loss} and \eqref{eq:hamon}, so it is converted without error.

\subsection{Power-law relaxation}

Let $\varphi=At^{-n}$ with $0<n<2$. The definition of the gamma function gives
\begin{equation}
t^{-n}=\frac{1}{\Gamma(n)}\int_0^\infty s^{n-1}e^{-st}\,ds,
\label{eq:lap}
\end{equation}
so the power law is a sum of exponentials with positive weights. The sine transform of one exponential is
\begin{equation}
\int_0^\infty e^{-st}\sin\omega t\,dt=\operatorname{Im}\frac{1}{s-i\omega}=\frac{\omega}{s^2+\omega^2}.
\label{eq:exp}
\end{equation}
The order of integration may be exchanged if a factor $e^{-\delta t}$ is first inserted, which makes the double integral absolutely convergent for $n<2$, and $\delta\to0$ is taken afterwards. With $s=\omega y$,
\begin{equation}
\varepsilon''=\frac{A}{\Gamma(n)}\int_0^\infty\frac{s^{n-1}\omega}{s^2+\omega^2}ds
=\frac{A\omega^{n-1}}{\Gamma(n)}\int_0^\infty\frac{y^{n-1}}{1+y^2}dy.
\end{equation}
The substitution $w=y^2$ turns the last integral into a beta function:
\begin{equation}
\frac12\int_0^\infty\frac{w^{n/2-1}}{1+w}dw=\frac12\Gamma\!\left(\tfrac n2\right)\Gamma\!\left(1-\tfrac n2\right)=\frac{\pi}{2\sin(n\pi/2)}.
\end{equation}
Therefore
\begin{equation}
\varepsilon''=A\omega^{n-1}G(n),\qquad G(n)=\frac{\pi}{2\,\Gamma(n)\sin(n\pi/2)}.
\label{eq:G}
\end{equation}

A single reading reproduces this loss if $At^{-n}/\omega=A\omega^{n-1}G$, that is, if $(\omega t)^{-n}=G$ or $\omega t=G^{-1/n}$. For $n=1$, $G=\pi/2$, so $\omega t=2/\pi$ and $ft=1/\pi^2=0.1013$. Rounded, this is the 0.1 of the rule. For $n$ between 0.3 and 1.2 the ideal $ft$ depends only weakly on $n$: it is 0.0980 at $n=0.3$, 0.1028 at $n=0.8$ and 0.0976 at $n=1.2$.

With the fixed value $\omega t=a$, the reading gives $\varepsilon''_H=A(a/\omega)^{-n}/\omega=A\omega^{n-1}a^{-n}$, and
\begin{equation}
R_P(n)=\frac{a^{-n}}{G(n)}.
\label{eq:RP}
\end{equation}
The frequency has cancelled, so the error is the same everywhere on a pure power law. It is $-0.6\%$ at $n=0.3$, $+2.2\%$ at $n=0.8$, $+1.3\%$ at $n=1$ and $-2.9\%$ at $n=1.2$. Evaluated on a fine grid from $n=0.001$ to $1.2$, its magnitude stays below 3\%. Beyond this range the rule deteriorates: the error is $-20\%$ at $n=1.5$, and $R_P\to0$ as $n\to2$, because $\sin(n\pi/2)\to0$ makes $G$ diverge. In the other limit $\Gamma(n)\sin(n\pi/2)\to\pi/2$, so $G\to1$ and $R_P\to1$, as it must for a constant current.

A power law cannot hold at all times. Its integrated charge diverges at long times for $n<1$, at short times for $n>1$, and at both ends for $n=1$. Equation \eqref{eq:RP} describes frequencies far enough from the necessary cut-offs.

\subsection{Debye relaxation}

A single relaxation time $\tau$ and strength $\Delta\varepsilon$ give $\varphi=(\Delta\varepsilon/\tau)e^{-t/\tau}$. Setting $s=1/\tau$ in \eqref{eq:exp} and writing $u=\omega\tau$,
\begin{equation}
\varepsilon''=\Delta\varepsilon\frac{u}{1+u^2},\qquad
\varepsilon''_H=\frac{\varphi(a/\omega)}{\omega}=\Delta\varepsilon\frac{e^{-a/u}}{u}.
\end{equation}
Their quotient is
\begin{equation}
R_D(u)=\frac{1+u^2}{u^2}\,e^{-a/u}.
\label{eq:RD}
\end{equation}
For $u\gg1$, $R_D\approx1-a/u$: the reading is taken before the current has decayed appreciably, and the process acts like a constant conductance. For $u\ll1$ the reading comes after the decay, and $R_D$ vanishes exponentially although the true loss falls only as $u$. At $u=0.1$ the error is already $-81\%$.

Between these limits the error changes sign: the rule overestimates around $u=0.5$ and underestimates at $u=2$ and above. Differentiating $\ln R_D=\ln(1+u^2)-2\ln u-a/u$ gives
\begin{equation}
\frac{d\ln R_D}{du}=\frac{2u}{1+u^2}-\frac2u+\frac a{u^2}
=\frac{a(1+u^2)-2u}{u^2(1+u^2)}.
\end{equation}
The numerator vanishes when $au^2-2u+a=0$, hence at
\begin{equation}
u_\mp=\frac{1\mp r}{a},\qquad r=\sqrt{1-a^2}.
\end{equation}
It is positive below $u_-$, negative between the roots and positive above $u_+$, so $u_-$ is a maximum and $u_+$ a local minimum. At either root $1+u^2=2u/a$, which reduces \eqref{eq:RD} to $R_D=2e^{-a/u}/(au)$. The product of the roots is 1, so $a/u_-=au_+=1+r$, and likewise $a/u_+=1-r$. Thus
\begin{equation}
R_{\max}=\frac{2e^{-(1+r)}}{1-r}=1.522,\qquad
R_{\min}=\frac{2e^{-(1-r)}}{1+r}=0.901,
\end{equation}
at $u_-=0.353$ and $u_+=2.83$. Above $u_+$ the ratio rises towards 1, so $R_{\max}$ is the global maximum: a Debye loss is overestimated by at most 52\%.

The apparent loss peak is displaced too. The logarithmic derivative of $e^{-a/u}/u$ is $a/u^2-1/u$, which vanishes at $u=a$, where $t=\tau$. The peak appears at 0.628 of its true frequency, with height $\Delta\varepsilon/(ea)=0.586\,\Delta\varepsilon$ instead of $0.5\,\Delta\varepsilon$, or 17\% too high.

\subsection{Bounds for a distribution of relaxation times}

Suppose that
\begin{equation}
\varphi(t)=\int_0^\infty \frac{g(\tau)}{\tau}e^{-t/\tau}d\tau,\qquad g(\tau)\ge0.
\end{equation}
Adding the Debye results gives
\begin{equation}
R=\frac{\displaystyle\int g(\tau)\frac{u}{1+u^2}R_D(u)\,d\tau}{\displaystyle\int g(\tau)\frac{u}{1+u^2}\,d\tau},\qquad u=\omega\tau.
\label{eq:avg}
\end{equation}
This is an average of $R_D$ with nonnegative weights, so $R\le R_{\max}$. Leakage joins the average with ratio 1 and does not alter the bound. Read in reverse, the true loss is at least $1/1.522=0.66$ of the Hamon value, apart from measurement error.

There is no comparable lower bound without a further condition. $R_D$ exceeds $R_{\min}$ for $u$ between $u_c=0.172$ and $u_+$, and does not fall below it at larger $u$. If all relaxation times satisfy $\omega\tau\ge u_c$, equivalently $\tau\ge0.274\,t$, then $R\ge R_{\min}$. This condition is sufficient, not necessary. Faster processes have largely disappeared from the current at the reading time while still contributing to the loss. For $\varphi\propto e^{-t/\tau_m}/t$, a distribution uniform in $\ln\tau$ below $\tau_m$, the ratio at $\omega\tau_m=0.1$ is 0.030.

Equation \eqref{eq:avg} also explains the success with power laws. From \eqref{eq:lap}, with $s=1/\tau$, the weight per unit $\ln u$ is proportional to $u^{2-n}/(1+u^2)$. At $n=1$ it is symmetric about $u=1$ on a logarithmic scale and spans both the overestimated and the underestimated regions, whose errors nearly cancel. As $n\to2$ the weight extends to ever smaller $u$, where $R_D$ vanishes.

Nonnegative $g$ is essential. In dimensionless time, $\varphi=e^{-t}-0.5e^{-2t}$ has one negative weight and positive loss at every frequency, yet its ratio reaches 1.62. A response with complex decay rates, which no $g(\tau)$ represents, can go much further: the ringing response $\varphi=e^{-t}(1+\cos5t)$ has positive loss at all 60 frequencies sampled from $\omega=0.5$ to 20, yet at $\omega=4$ its ratio is 9.08.

\subsection{Why the local slope is not enough}

It is tempting to accept a reading if the slope $m=-d\ln i/d\ln t$ lies in the favourable power-law range. For Debye decay $m=t/\tau=a/u$, so $m=1$ means $u=a$, and \eqref{eq:RD} gives an error of $+30\%$. A power law with the same slope has an error of $+1.3\%$. The slope must remain nearly constant over a wide range around $t$ before \eqref{eq:RP} applies, since the sine transform draws on that whole range.

\subsection{A low-permittivity film}

The model film has area 0.1 cm$^2$ and $\varepsilon_\infty=2.7$ at 300 K. Its response is the sum of a power law with $n=0.8$ and $\varphi=0.005$ s$^{-1}$ at 1 s, a Debye process with $\Delta\varepsilon=0.02$ and $\tau=10$ s, and leakage with $\sigma=10^{-17}$ S/cm. The area and thickness give $C_0=442.7$ pF and $C_0V=885.4$ pC. The 10 s reading becomes
\begin{equation}
\varepsilon''_H=\frac{1.453\ \mathrm{pA}\times10\ \mathrm{s}}{0.6283\times885.4\ \mathrm{pC}}=0.0261.
\end{equation}

\begin{center}
\begin{tabular}{rrrrr}
$t$ (s) & $i$ (pA) & $\varepsilon''_H$ & $\varepsilon''$ & error (\%)\\
\hline
0.1 & 29.79 & 0.00535 & 0.00525 & $+2.0$\\
1 & 6.129 & 0.0110 & 0.0111 & $-0.5$\\
10 & 1.453 & 0.0261 & 0.0231 & $+12.9$\\
30 & 0.480 & 0.0259 & 0.0248 & $+4.4$\\
100 & 0.211 & 0.0380 & 0.0388 & $-2.1$\\
1000 & 0.118 & 0.2114 & 0.2109 & $+0.3$
\end{tabular}
\end{center}

The error at 10 s can be divided among the processes. Here $\omega=0.0628$ s$^{-1}$ and $u=0.628$. The Debye loss is $0.02\times0.628/(1+0.628^2)=0.0090$, and its 30\% excess adds 0.0027. The power-law loss is $0.005\times0.0628^{-0.2}\times1.419=0.0123$, and its 2.2\% excess adds 0.0003. Leakage adds no error. The sum, 0.0030, is 13\% of 0.0231. The slope at this reading is 0.835, for which a pure power law would have an error of about 2\%.

The good result at 1 s is partly a cancellation. There $u=6.28$, and \eqref{eq:RD} gives a 7\% deficit on a Debye loss of 0.0031, or $-0.0002$. The power law contributes $+0.0002$. The small total error does not show that each part is accurate.

The largest error between 0.1 and 1000 s is $+16.5\%$, near 14.65 s. For the Debye part alone the maximum would come at $t=a\tau/u_-=17.8$ s. At that point $R_D$ is stationary, but the Debye share of the loss still grows with frequency, since the Debye loss rises for $u<1$ while the other two parts fall. This moves the maximum to higher frequency, hence to shorter time.

At 1000 s leakage supplies 85\% of the current. The small error there reflects the error-free conversion of a constant current and says little about the slow polarization.

For the loss tangent at 10 s, dividing $\varepsilon''_H$ by $\varepsilon_\infty$ gives 0.0097, against 0.0084 from the full transform. Most of this 15\% excess is the loss error; the rest arises because the real permittivity at 0.01 Hz is 2.752, not 2.7.

\subsection{Measurement limits and real films}

The permittivity is a round value typical of carbon-doped oxide (SiCOH) interlayer dielectrics; the relaxation parameters are assumed, not data for a particular film. The large area suits a test capacitor, and the leakage was chosen low enough to leave the relaxation visible. One assumption at risk is ohmic leakage. At 0.1 MV/cm the Poole--Frenkel lowering of a Coulomb trap barrier, $\sqrt{q^3F/(\pi\varepsilon_0\varepsilon_\infty)}$ with $q$ the elementary charge and $F$ the field, is 0.146 eV. For well-separated traps and emission along the field, this raises the conductivity almost 300-fold over its low-field value. Averaging over emission directions gives a smaller factor, and using the lower optical permittivity a larger one. If the 300-fold rise applied in full, the leakage part of the loss at 0.0001 Hz, about 0.18, would fall below 0.001 for a small alternating voltage, and the total would drop from 0.21 to about 0.03. Repeating the step at several voltages tests for such nonlinearity.

The following effects are smaller in this model. A linear voltage rise lasting 10 ms, with time counted from its start, raises the 0.1 s reading by 4\%. A current resolution of 10 fA is 8.5\% of the 1000 s reading. Field-driven hopping over 1 nm would change the leakage current by 0.6\%. Direct tunnelling through the film, with a rough 3 eV barrier, is negligible, and the field is 2\% of a rough breakdown field of 5 MV/cm.

Temperature must be controlled as well. For an assumed activation energy of 0.5 eV, $\tau$ changes by 6.4\% per kelvin at 300 K and shortens 44-fold by 373 K. The Debye loss peak, at $1/(2\pi\tau)$, would then move from 0.016 to 0.7 Hz. The readings cover 0.0001 to 1 Hz and do not determine the loss at the gigahertz frequencies of interconnects.

When the current has been recorded over several decades of time, evaluating \eqref{eq:loss} numerically removes the Hamon error, leaving the uncertainties from noise, from interpolation between readings and from times outside the record. The last can exceed the Hamon error. For the model current recorded from 0.1 to 1000 s, simply dropping the other times gives errors of $-32\%$ at 1 Hz, $-54\%$ at 0.001 Hz and $-79\%$ at 0.0001 Hz; continuing the current beyond both ends as power laws with the end slopes brings these errors within 2\%. The single-reading rule remains useful when errors of a few per cent are acceptable and the current follows a power law, with exponent no larger than about 1.2, over a wide range around the reading time, provided no faster process adds a loss $\Delta\varepsilon\,\omega\tau$ comparable with $\varepsilon''_H$. Such a process can be invisible near $t$: adding one with $\Delta\varepsilon=0.5$ and $\tau=0.1$ s to the power law of the model film leaves the current within 1\% of the power law from about 1.2 s onward, yet the 10 s reading is 18.5\% too low. Near an isolated relaxation process the Debye limits above are the relevant ones. The numerical output below gives the main values in full.

\section*{Table of computed values}
\begin{verbatim}
Hamon constant a = omega t: 0.6283
ideal f t at n = 1: 0.1013
power law: exponent n, G(n), ideal f t, error of rule
  n=0.3  G=1.1566  ft=0.0980  error=-0.60 %
  n=0.5  G=1.2533  ft=0.1013  error=+0.66 %
  n=0.8  G=1.4186  ft=0.1028  error=+2.23 %
  n=1.0  G=1.5708  ft=0.1013  error=+1.32 %
  n=1.2  G=1.7988  ft=0.0976  error=-2.91 %
  n=1.5  G=2.5066  ft=0.0863  error=-19.90 %
largest power-law excess: 2.24 % at n=0.82
Debye: omega tau, error of rule
  u=0.1  error=-81.1 %
  u=0.2  error=+12.4 %
  u=0.5  error=+42.3 %
  u=1.0  error=+6.7 %
  u=2.0  error=-8.7 %
  u=10.0  error=-5.2 %
Debye largest ratio: 1.5221 at u=0.3534
Debye local minimum ratio: 0.9009 at u=2.8297
apparent peak: u=0.6283, height/strength=0.5855
lower bound needs omega tau above 0.1719, tau/t above 0.2736
stretched exponential 0.6, largest sampled ratio: 1.176
fast times only, omega tau_max=0.1, ratio: 0.0298
ringing response, ratio: 9.08
slope 1, error: power law 1.32 %, Debye 29.97 %
film: 200 nm, 0.1 cm2, k=2.7, 2.0 V, 300 K
power law: n=0.8, 0.005 1/s at 1 s; Debye: 0.02, 10.0 s
leakage: 1e-17 S/cm, sigma/eps0=1.1294e-04 1/s
C0=442.71 pF, C0 V=885.42 pC, field=0.10 MV/cm
t (s), i (pA), slope, f (Hz), Hamon loss, full loss, error (%)
  0.1  29.7863  0.751  1.00000  0.00535  0.00525  +2.03
  1  6.1294  0.604  0.10000  0.01102  0.01107  -0.46
  10  1.4531  0.835  0.01000  0.02612  0.02314  +12.86
  30  0.4795  1.038  0.00333  0.02586  0.02477  +4.38
  100  0.2113  0.425  0.00100  0.03798  0.03878  -2.07
  1000  0.1176  0.120  0.00010  0.21143  0.21087  +0.27
largest error in window: +16.50 % at t=14.7 s
t=10 s: real permittivity 2.7523
t=10 s: loss tangent Hamon/k_inf 0.00967, full 0.00841
leakage share of current at 1000 s: 85.0 %
10 ms voltage rise, error at 0.1 s: +4.00 %
10 fA resolution, error at 1000 s: 8.5 %
Poole-Frenkel lowering 0.146 eV, factor up to 284
hopping over 1 nm, nonlinearity: 0.62 %
tunnelling, 3.0 eV barrier, log10 transmission: -1245
field / rough breakdown field of 5.0 MV/cm: 2.0 %
tau change per K at 0.5 eV: 6.4 %
tau shortening from 300 to 373 K: factor 44.0
\end{verbatim}
